# When host–solute coupling drives a solute against its own electromigration force

A simulation that moves each alloying element with its own mobility and its own effective valence cannot give a solute drift, measured relative to the lattice planes, against the total force on that solute. A vacancy mechanism can. Host and solute atoms jump into the same vacancies, so the force on the host changes where vacancies sit around a solute. If this coupling is left out, the error may be one of sign: while the host is still flowing, solute is depleted at the end of the line where it should collect. This appendix derives the condition for reversal in a dilute fcc alloy, with the coefficients needed to implement it.

## Flux laws and the sign condition

Let A be the host and B a dilute substitutional solute. Fluxes are measured relative to the lattice planes. Composition and temperature are uniform, and sources and sinks hold vacancies at equilibrium, so the vacancy chemical potential has no gradient. In a field $E$ the forces per atom are

$$X_A=Z_A eE,\qquad X_B=Z_B eE ,$$

where $e>0$ and each effective valence $Z$ includes the electron wind. A negative $Z$ means a force along the electron flow. To linear order,

$$J_A=L_{AA}X_A+L_{AB}X_B,\qquad J_B=L_{AB}X_A+L_{BB}X_B .$$

With $G=L_{AB}/L_{BB}$, the solute flux is

$$J_B=L_{BB}\,eE\,(Z_B+GZ_A). \tag{1}$$

The solute opposes its own force when $J_BX_B<0$. Since $L_{BB}>0$, this means $Z_B(Z_B+GZ_A)<0$. Division by $Z_B^2$, for $Z_B\neq0$, gives

$$\boxed{\,G\,\frac{Z_A}{Z_B}<-1\,} \tag{2}$$

There are two branches. Forces of like sign need $G<0$; forces of unlike sign need $G>0$. Neither conflicts with the second law, which requires only the total dissipation $J_AX_A+J_BX_B$ to be non-negative. The host pays for the uphill motion of the solute.

## Vacancy jumps near one solute

To find $G$, use the five-frequency model, in which a solute alters only the following vacancy jumps:

- $w_1$: between two first-neighbour sites of the solute
- $w_2$: exchange with the solute
- $w_3$: from the first shell to any site outside it
- $w_4$: the reverse of $w_3$

All other jumps have the bulk frequency $w_0$. Solutes are far apart, and at most one vacancy is near a solute at a time.

Put the solute at the origin and measure lengths in $s=a/2$, with $a$ the cubic lattice constant. The twelve first-shell sites are the permutations of $(\pm1,\pm1,0)$. Let $c_v$ be the vacancy fraction far away and $p_1$ the equilibrium occupation of one first-shell site. Detailed balance gives

$$p_1w_3=c_vw_4 . \tag{3}$$

Apply the forces along $x$ and define

$$\alpha=\frac{sX_A}{2k_BT},\qquad \beta=\frac{sX_B}{2k_BT}.$$

Write the occupation as $p_r=p_r^0(1+u_r)$, with $u_r$ linear in the forces. When a vacancy steps by $\Delta x$, a host atom moves by $-\Delta x$. If a share $\theta$ of the work acts on the forward rate, the share $1-\theta$ acts with opposite sign on the reverse rate. The net vacancy flow from $r$ to $j$ is then

$$g_{rj}\left[u_r-u_j-2\alpha(x_j-x_r)\right],\qquad g_{rj}=p_r^0w_{rj}=g_{jr}. \tag{4}$$

The share $\theta$ has cancelled, so the position of the saddle along the jump does not matter at linear order.

Reflection $x\to-x$ reverses the forces, hence $u_r$ is odd in $x$. The fourfold symmetry about $x$ makes the four first-shell sites with $x=1$ equivalent. Thus $u_i=u\,x_i$ on the first shell, with a single unknown $u$.

A solute exchange takes a vacancy from $r$ to $-r$ relative to the solute, and moves the solute by $r$. The net flow from a site with $x=1$ is $2p_1w_2(u+\beta)$. Four such pairs each move the solute by $s$, so

$$v_B=8s\,p_1w_2(u+\beta). \tag{5}$$

## Vacancies that leave and return

Let $N(i)$ be the seven neighbours of first-shell site $i$ that lie outside the shell. Define $\psi_r$ as the field that equals $x_i$ on the first shell, decays at large distance, and satisfies $\sum_j g_{rj}(\psi_r-\psi_j)=0$ outside. By symmetry its outflow is proportional to $x_i$, which defines the escape fraction $F$:

$$\sum_{r\in N(i)}(x_i-\psi_r)=7F\,x_i,
\qquad \sum_{r\in N(i)}\psi_r=7(1-F)x_i. \tag{6}$$

If no vacancy returned, $F$ would be 1. It depends only on $w_4/w_0$.

The host force adds a source outside the shell when $w_4\ne w_0$. For an outer site $r$, setting the sum of (4) to zero gives $\sum_jg_{rj}(u_r-u_j)=q_r$, with

$$q_r=2\alpha\sum_jg_{rj}(x_j-x_r)
=2\alpha c_v(w_4-w_0)\sum_i(x_i-x_r).$$

The last sum runs over first-shell neighbours $i$ of $r$. The other terms dropped out because $\sum_j(x_j-x_r)=0$ over all twelve neighbours. If $i$ is a neighbour of both the origin and $r$, so is $r-i$. Pairing these sites gives $\sum_i(x_r-x_i)=\sum_ix_i$, and therefore

$$q_r=-2\alpha c_v(w_4-w_0)\sum_i x_i .$$

Write $u_r=u\psi_r+\chi_r$ outside, where $\chi$ vanishes on the first shell and carries the source $q_r$. By symmetry $\sum_{r\in N(i)}\chi_r=Cx_i$. To find $C$, note that $\psi$ and $\chi$ obey the same symmetric set of equations outside the shell. The right-hand side for $\psi$ is $c_vw_4\sum_ix_i$; that for $\chi$ is $q_r$. Symmetry of the matrix gives

$$\sum_r\chi_r\,c_vw_4\sum_ix_i=\sum_r\psi_rq_r .$$

Since $\sum_ix_i^2=8$ over the first shell, the left side is $8c_vw_4C$. By (6), the right side is $-2\alpha c_v(w_4-w_0)\,8\cdot7(1-F)$. Hence

$$w_4C=-14\alpha(1-F)(w_4-w_0). \tag{7}$$

## The first-shell balance

Take the site $(1,1,0)$ and add its outflows.

- Solute exchange gives $2p_1w_2(u+\beta)$.
- Two of its four first-shell neighbours have $x=1$ and exchange no net flow with it. The other two have $x=0$, so $\Delta x=-1$, and give $2p_1w_1(u+2\alpha)$.
- Of its seven outer neighbours, four have $\Delta x=1$, two have $0$ and one has $-1$. The sum is 3, so the outflow is $c_vw_4(7Fu-C-6\alpha)$.

Set the total to zero, insert (7), and multiply by $w_3/(c_vw_4)=1/p_1$:

$$2w_2(u+\beta)+2w_1(u+2\alpha)+w_3(7Fu-6\alpha)
+14\alpha(1-F)w_3\left(1-\frac{w_0}{w_4}\right)=0. \tag{8}$$

The terms in $\alpha$ combine to $\alpha(4w_1-2Kw_3)$, where

$$K=3+7(1-F)\left(\frac{w_0}{w_4}-1\right). \tag{9}$$

With $S=2w_1+7Fw_3$, equation (8) reads $(2w_2+S)u=-2w_2\beta-\alpha(4w_1-2Kw_3)$. Adding $(2w_2+S)\beta$ to both sides gives

$$u+\beta=\frac{S\beta+2\alpha(Kw_3-2w_1)}{2w_2+S}. \tag{10}$$

Put this into (5), with $4s^2=a^2$:

$$v_B=\frac{D_B}{k_BT}(X_B+GX_A),\qquad
D_B=a^2c_v\frac{w_4}{w_3}w_2f_B, \tag{11}$$

$$f_B=\frac{2w_1+7Fw_3}{2w_1+2w_2+7Fw_3},\qquad
G=\frac{Kw_3-2w_1}{w_1+\tfrac72Fw_3}. \tag{12}$$

The Einstein relation identifies $D_B$ as the solute diffusivity. For $n_B$ solute atoms per volume, $L_{BB}=n_BD_B/k_BT$ and $L_{AB}=GL_{BB}$. The exchange frequency $w_2$ affects the speed but cancels from $G$, so it has no influence on the sign.

Let $\rho=Z_A/Z_B$. Condition (2) is $1+\rho G<0$. Multiplication by the positive denominator of $G$ and division by $w_3$ give

$$\boxed{\,(2\rho-1)\frac{w_1}{w_3}>\frac72F+\rho K\,} \tag{13}$$

This form holds for either sign of $\rho$. Divide by $2\rho-1$ only after checking its sign.

## Limits of the coupling

**Strong drag.** When $w_1$ dominates, (8) forces $u\to-2\alpha$. The host force pushes the bound vacancy round to the side opposite to $X_A$, and the solute then exchanges towards that side. Equation (5) gives $v_B\propto\beta-2\alpha$, hence $G\to-2$.

This value is a lower bound. The field $\psi$ minimises

$$\sum_{i}\sum_{r\in N(i)}(x_i-\phi_r)^2+\frac{w_0}{w_4}\sum_{\rm outer\ bonds}(\phi_r-\phi_{r'})^2 ,$$

because setting its derivative to zero reproduces the equations for $\psi$. Those equations also reduce the minimum to $\sum_ix_i(7Fx_i)=56F$. The trial field $\phi=0$ gives 56, so $F\le1$. For a lower bound, drop the second sum and minimise the first alone. Each $\phi_r$ is then the mean of the neighbouring $x_i$, which the pairing above makes $x_r/2$. At $(1,1,0)$ the seven differences $1-x_r/2$ add to $4\cdot0+2\cdot\tfrac12+1=2$, so the minimum is $8\cdot2=16$. Thus $F\ge2/7$, and the inequality is strict for finite $w_4/w_0$ because the dropped sum is then positive. From (12),

$$G+2=\frac{w_3\left[14F-4+7(1-F)w_0/w_4\right]}{w_1+\tfrac72Fw_3}>0 .$$

So within this model like-signed forces permit reversal only if $Z_A/Z_B>1/2$. A solute force at least twice the host force cannot be overturned.

**Unlike forces.** Here $G$ must exceed $|Z_B/Z_A|$. If all five frequencies are equal, solving the equations for $\psi$ numerically gives $F=0.736$, and $G=(3-2)/(1+3.5F)=0.280$. Reversal then requires $|Z_A/Z_B|>3.58$. For $w_4=w_0$, $G$ rises as $w_1/w_3$ falls, but stays below $6/(7F)=1.16$.

## A worked line at 500 K

Take a model solute in an aluminium-like line with $Z_A=-10$ and $Z_B=-12$, so $\rho=0.833$. The force on the solute is the larger one. The barriers for $w_0$ to $w_4$ are 0.60, 0.54, 0.56, 0.66 and 0.58 eV, with a common attempt frequency of $10^{13}\ \mathrm{s^{-1}}$. At $k_BT=0.04309$ eV,

$$\frac{w_1}{w_3}=e^{0.12/0.04309}=16.2,\qquad \frac{w_4}{w_0}=1.59 .$$

The equations for $\psi$ were solved by conjugate gradients in periodic cubes of $8^3$ and $16^3$ fcc cells. The combination $(8F_{16}-F_8)/7$, which removes an error inversely proportional to volume, gives $F=0.6584$. Using cubes of half the edge changes it by $1.5\times10^{-7}$. Then

$$K=3+7(0.3416)(0.6287-1)=2.11,$$

$$\frac{3.5(0.6584)+0.833(2.11)}{2(0.833)-1}=6.10 .$$

Since $16.2>6.10$ and $2\rho-1>0$, the drift is reversed. Explicitly,

$$G=\frac{2.11-32.40}{16.20+2.30}=-1.64,$$

$$Z_{\rm eff}=Z_B+GZ_A=-12+16.37=4.37 .$$

For the drift speed, use a vacancy formation energy of 0.67 eV without formation entropy, which gives $c_v=1.77\times10^{-7}$. With $a=0.405$ nm, $w_4/w_3=6.40$, $w_2=2.27\times10^7\ \mathrm{s^{-1}}$ and $f_B=0.645$, equation (11) gives $D_B=2.7\times10^{-14}\ \mathrm{cm^2/s}$. A current density of 1 MA/cm² and a resistivity of 5 µΩ cm give $E=5$ V/cm. The solute velocity along the field is

$$v_B=D_B\frac{Z_{\rm eff}eE}{k_BT}=+0.49\ \mathrm{nm/h}.$$

With $L_{AB}=0$ and the same $D_B$ it would be $-1.36$ nm/h. Coupling changes both the direction and the speed.

With the barriers and valences held fixed, and $F$ recomputed at each temperature, $Z_{\rm eff}$ passes through zero at about 738 K. At 500 K the reversal disappears if the difference between the $w_3$ and $w_1$ barriers is 0.042 eV smaller, with $F$ and $K$ fixed. This difference must therefore be accurate to a few hundredths of an eV to predict the sign in this example. The other barriers are less critical: changing the $w_0$ or $w_4$ barrier alone by 0.10 eV either way keeps the reversal, and the $w_2$ barrier does not affect the sign.

## Back stress and the reference frame

A blocked line builds up a stress gradient. If host and solute have the same atomic volume $\Omega=a^3/4$, the gradient adds the same force to both. Let it cancel a share $y$ of the host force. The solute then feels

$$Z_{\rm eff}(y)=Z_B-yZ_A+G(1-y)Z_A ,$$

which vanishes at

$$y=\frac{Z_B+GZ_A}{Z_A(1+G)}=\frac{4.37}{6.37}=0.69 .$$

This corresponds to $y|Z_A|eE/\Omega=33$ MPa/µm. At full back stress, $y=1$, the effective valence is $Z_B-Z_A=-2$: the solute again follows the direction of its original electromigration force. The reversal in this example therefore belongs to lines with smaller stress gradients.

The lattice planes may themselves move in the laboratory. In pure host, each atom has eight neighbour directions with $x=\pm1$, so

$$v_A=c_vw_0\,\frac{8s^2X_A}{2k_BT}=\frac{a^2c_vw_0X_A}{k_BT}=-0.11\ \mathrm{nm/h}.$$

In a frame where the host is at rest, the solute moves at $0.49+0.11=0.60$ nm/h. Here the change of frame preserves the reversal. In general, reversal in the host frame is decided by the sign of $(v_B-v_A)X_B$, not by condition (2).

## Use in real lines

The lattice constant, resistivity and vacancy energy are rough values for aluminium, and the temperature and current density are of the kind used in accelerated tests. The solute barriers and both valences are model choices, not data for a named alloy. The speeds in nm/h are therefore only rough: a vacancy formation entropy of $1\,k_B$, left out here, would multiply all the lattice drift speeds by 2.7 without changing their signs. Transport through the lattice alone is a poor assumption for a fine-grained polycrystalline line. With a rough boundary activation energy of 0.80 eV, a boundary width of 0.5 nm, 1 µm grains and equal prefactors, boundaries carry about 27 times the lattice transport of host atoms if one set of parallel boundaries runs along the line, and about twice that for cube-shaped grains. This ratio is very sensitive to the assumed boundary energy: the 27 becomes about 280 at 0.70 eV and about 2800 at 0.60 eV. The sign of the total solute flux then depends on boundary coefficients not calculated here. The example applies to a line without continuous boundaries or other fast paths along its length.

Several other omissions can be sized for the same line:

- **Host force beside the solute.** The model gives every host atom the same $Z_A$. The $w_1$ jumps contribute $-2w_1/(w_1+\tfrac72Fw_3)=-1.75$ to $G$. A 25% loss of host force in those jumps alone would stop the solute.
- **Unequal outer saddles.** The model gives all jumps between the first shell and the sites outside it the same saddle energy. Lowering only the saddles between first and second neighbours by 0.05 eV changes $G$ from $-1.625$ to $-1.623$. Lowering only those between first and third neighbours by the same amount changes it to $-1.509$, and lowering only those between first and fourth neighbours changes it to $-1.536$. Each of these last two changes reduces $Z_{\rm eff}$ by about 1 but keeps the reversal. The starting value is (12) with $F$ computed in a 256-site periodic cell; the changed values come from solving the vacancy rate equations to linear order in the same cell. The finite size of the cell accounts for the difference between $-1.625$ and $-1.637$. In a 2048-site cell the starting value is $-1.635$ and the three changed values are $-1.636$, $-1.532$ and $-1.553$, so the shifts themselves depend on cell size by about 0.01. Extrapolated to an infinite cell, the three changed values are $-1.638$, $-1.535$ and $-1.555$, and the last two lower $Z_{\rm eff}$ by 1.0 and 0.8.
- **Solute concentration.** At 0.1 at% solute, the ratio of vacancies beside solutes to free vacancies is about $12c_Bw_4/w_3=0.08$. Corrections of that relative order may be expected.
- **Temperature gradient.** For an assumed net heat of transport of 0.10 eV, a gradient of 11 K/µm gives a force equal in size to $|Z_{\rm eff}|eE$. The net value must include the vacancy gradient that arises when vacancies stay at equilibrium. That gradient acts like equal forces on host and solute, and with the formation energy of 0.67 eV it alone matches $|Z_{\rm eff}|eE$ at about 2.6 K/µm.
- **Nonlinearity.** The field's work on a solute over one jump is at most $4\times10^{-5}k_BT$, the value for a jump parallel to the field, so linear response is adequate.

To implement the result, compute $F$ for the current $w_4/w_0$, then $K$, $G$ and $D_B$, and use (11) for the drift. Keep the signs of $Z_A$ and $Z_B$ throughout. Replacing $Z_B$ by a fixed fitted $Z_{\rm eff}$ hides its dependence on temperature and back stress.
